# The Gross Spectator Equation and Its Dirac Limit from Crossed Exchanges

Let a very heavy charged particle of mass $M$, initially at rest, exchange two photons with an electron. The first photon brings it an energy $\omega$, the second takes $\omega$ away. Between the two its energy is $M+\omega$, and since $(M+\omega)^2-M^2\simeq 2M\omega$, its propagator is proportional to $i/(\omega+i0)$. If the same photons are absorbed in the opposite order, the factor is $i/(-\omega+i0)$. With $1/(x\pm i0)=\mathcal P(1/x)\mp i\pi\delta(x)$, the principal values cancel in the sum:

$$\frac{i}{\omega+i0}+\frac{i}{-\omega+i0}=2\pi\delta(\omega).$$

Neither ordering alone describes a static source, which transfers no energy. The sum does. In time language the two factors are $\theta(t)$ and $\theta(-t)$, which add to one: a source that cannot recoil does not care which photon arrives first. The delta function also says that the heavy particle is on its mass shell between the exchanges. An equation that puts it there from the start can therefore represent both orderings by iterating a single exchange.

To build that equation, take an electron of mass $m$ and charge $q_1=-e$, and a point nucleus of spin 0, mass $M>m$ and charge $q_2=Ze$. I use $\hbar=c=1$, $e^2=4\pi\alpha$, $\zeta=Z\alpha$, the metric $(+,-,-,-)$ and Feynman gauge. The total momentum is $P=(W,\mathbf 0)$. Electron self-energies, vertex corrections and vacuum polarization are left out; they do not vanish for a heavy nucleus and would correct the Dirac equation as radiative effects.

Write the propagators as $iS$ and $iD$, with

$$S(k_1)=\frac{\not k_1+m}{k_1^2-m^2+i0},\qquad D(k_2)=\frac{1}{k_2^2-M^2+i0}.$$

If $iK$ is the sum of two-particle irreducible diagrams, the amplitude $i\mathcal M$ obeys $i\mathcal M=iK+\int (iK)(iS)(iD)(i\mathcal M)$. The four factors of $i$ give 1, so division by $i$ leaves $\mathcal M=K-i\int KSD\mathcal M$. At a bound state $\mathcal M$ has a pole, and the inhomogeneous term $K$ does not. Equating residues gives the Bethe-Salpeter equation for the vertex function,

$$\Gamma(p)=-i\int\frac{d^4k}{(2\pi)^4}\,K(p,k)\,S(k_1)\,D(k_2)\,\Gamma(k),\qquad k_1+k_2=P.$$

The nuclear propagator has a pole at $k_2^0=E_k-i0$, where $E_k=\sqrt{M^2+k^2}$. Closing the energy contour below and keeping this pole alone means

$$\int\frac{dk_2^0}{2\pi}\frac{f(k_2^0)}{k_2^2-M^2+i0}\;\to\;-\frac{i}{2E_k}f(E_k).$$

This is the spectator approximation. The poles of the photon and electron factors are dropped although they are not small; the crossed diagrams will account for them. The electron stays off shell, with energy $W-E_k$, so $S$ retains both its positive- and negative-energy parts. Since $(-i)(-i)=-1$,

$$\Gamma(\mathbf p)=-\int\frac{d^3k}{(2\pi)^3}\frac{1}{2E_k}K(\mathbf p,\mathbf k)S(k_1)\Gamma(\mathbf k).$$

Define $\psi(\mathbf p)=S(p_1)\Gamma(\mathbf p)/\sqrt{2E_p}$, with $p_1=(W-E_p,\mathbf p)$. Because $S^{-1}=\not p_1-m$,

$$(\not p_1-m)\psi(\mathbf p)=-\int\frac{d^3k}{(2\pi)^3}\frac{K(\mathbf p,\mathbf k)}{2\sqrt{E_pE_k}}\psi(\mathbf k).$$

For one photon, the electron vertex is $-iq_1\gamma^\mu$, the nuclear vertex $-iq_2(p_2+k_2)^\nu$ and the photon propagator $-ig_{\mu\nu}/q^2$. Their phases multiply to $(-i)^3=i$, hence $K=q_1q_2\,\gamma\cdot(p_2+k_2)/q^2$ with $q_1q_2=-4\pi\zeta$. The nuclear momenta are $p_2=(E_p,-\mathbf p)$ and $k_2=(E_k,-\mathbf k)$, so

$$\gamma\cdot(p_2+k_2)=\gamma^0(E_p+E_k)+\boldsymbol\gamma\cdot(\mathbf p+\mathbf k),$$

$$q^2=-Q^2,\qquad Q^2=|\mathbf p-\mathbf k|^2-(E_p-E_k)^2.$$

The photon is spacelike: $|E_p-E_k|=|p^2-k^2|/(E_p+E_k)$ is smaller than $|\mathbf p-\mathbf k|$ because $p+k<E_p+E_k$. Multiplying by $\gamma^0$, with $\beta=\gamma^0$ and $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$, gives the Gross equation with one-photon exchange:

$$W\psi(\mathbf p)=(E_p+\boldsymbol\alpha\cdot\mathbf p+\beta m)\psi(\mathbf p)+\int\frac{d^3k}{(2\pi)^3}U(\mathbf p,\mathbf k)\psi(\mathbf k),$$

$$U(\mathbf p,\mathbf k)=-4\pi\zeta\,\frac{E_p+E_k+\boldsymbol\alpha\cdot(\mathbf p+\mathbf k)}{2\sqrt{E_pE_k}\,Q^2}.$$

The kernel is Hermitian and does not contain $W$, so this is an ordinary linear eigenvalue problem.

Now let $W=M+\varepsilon$ and $M\to\infty$ at fixed momenta. Then $E_p-M=p^2/(E_p+M)\to0$, the nuclear current term falls as $1/M$, and $Q^2\to|\mathbf p-\mathbf k|^2$. What remains is

$$(\boldsymbol\alpha\cdot\mathbf p+\beta m+V)\psi=\varepsilon\psi,\qquad V(\mathbf q)=-\frac{4\pi\zeta}{q^2},\quad V(r)=-\frac{\zeta}{r}.$$

A second limit checks the kinetic energy. For slow particles put $W=M+m+b$; the lower electron component is then $\boldsymbol\sigma\cdot\mathbf p\,\phi/(2m)$ in terms of the upper one, $\phi$. To leading order,

$$b\,\phi=\left(\frac{p^2}{2m}+\frac{p^2}{2M}+V\right)\phi,$$

which is the Schrödinger equation with the reduced mass.

That the equation has a Dirac limit does not yet show that it has it for the right reason. The full theory also contains two-photon diagrams, and one must see that they add nothing new as $M\to\infty$. Let the electron go from $\mathbf p$ through $\mathbf k$ to $\mathbf f$, with the nucleus on shell at both ends, and let $z$ be the intermediate electron energy. Put $\mathbf q=\mathbf k-\mathbf p$ and $\mathbf q'=\mathbf f-\mathbf k$.

In the box diagram four vertices give $(-i)^4=1$, two photons $(-i)^2=-1$ and two matter propagators $i^2=-1$. Hence $i\mathcal M$ equals $(q_1q_2)^2$ times a loop integral without further phase, and $\mathcal M$ contains $-i\int dz/(2\pi)=\int dz/(2\pi i)$. The crossed box has the same phase. Divide both by the external factor $2\sqrt{E_pE_f}\to2M$. The two nuclear vertices supply $(2M)^2$.

In the box the nuclear energy is $W-z$, so its denominator is $(W-z)^2-E_k^2\simeq2M(\varepsilon-z)$. In the crossed box the energy is $E_p+E_f-W+z\simeq M-\varepsilon+z$, so the denominator is $2M(z-\varepsilon)$. All factors of $2M$ cancel, and the nuclear factors add to

$$\frac{1}{\varepsilon-z+i0}+\frac{1}{z-\varepsilon+i0}=-2\pi i\,\delta(z-\varepsilon).$$

The rest of the integrand is common to both diagrams:

$$F(z)=\frac{\gamma^0S(z,\mathbf k)\gamma^0}{[(z-\varepsilon)^2-q^2+i0]\,[(z-\varepsilon)^2-q'^2+i0]}.$$

With $B$ and $X$ the box and crossed densities in $d^3k/(2\pi)^3$, apart from $(q_1q_2)^2$,

$$B+X\to-F(\varepsilon)=-\frac{\gamma^0S(\varepsilon,\mathbf k)\gamma^0}{q^2q'^2}.$$

Now iterate the spectator equation. Its amplitude obeys $T=\mathcal K-\int\mathcal KST$, where $\mathcal K=K/(2\sqrt{E_pE_k})\to-q_1q_2\gamma^0/q^2$. The second-order term $-\mathcal KS\mathcal K$ has the density $G=-\gamma^0S\gamma^0/(q^2q'^2)$. This equals $B+X$, sign included.

The contours show what has cancelled. For a bound-state energy, $|\varepsilon|<m$, the poles above the real $z$ axis ($-\sqrt{m^2+k^2}$, $\varepsilon-q$, $\varepsilon-q'$) lie to the left and those below it ($\sqrt{m^2+k^2}$, $\varepsilon+q$, $\varepsilon+q'$) to the right, with $\varepsilon$ between them, so the axis can be turned counterclockwise into a vertical line between the two groups. The positive-energy nuclear pole is on the left in the box and on the right in the crossed box. In the static limit the integrands are $-F/(z-\varepsilon)$ and $+F/(z-\varepsilon)$, with the first line passing to the right of $\varepsilon$ and the second to its left. All other poles lie on the same side of both lines, so their contributions cancel. The difference of the lines encircles $\varepsilon$ and leaves $-F(\varepsilon)$. For the box alone it follows that $B-G\to-X$, which is not zero. A Bethe-Salpeter equation with one-photon exchange as its whole kernel generates $B$ without $X$, and so misses the static limit at second order.

A charged spin-0 particle also has a two-photon vertex $2iq_2^2g^{\mu\nu}$. The phases are $(-i)^2$ from the electron vertices, $(-i)^2$ from the photons, $i$ from the electron propagator and $2i$ from this vertex: together $-2$. The matrix is therefore $-2\gamma^\mu S\gamma_\mu$, and nothing offsets the external factor $1/(2M)$. This seagull diagram is of order $1/M$.

These are statements at fixed $\mathbf k$. Power counting extends them to the integral up to a momentum cutoff $\Lambda\le M$, for an off-shell electron and $\mathbf p\ne\mathbf f$. For $m\ll k\ll M$ the static density falls as $k^{-5}$, and the first correction as $k^{-4}/M$, which still converges with $d^3k$. If $\Lambda$ is as large as $M$, the region $k\sim M$ contributes of order $M^{-2}$. Near a soft photon an additional denominator $1/q$ comes with a nuclear energy difference of order $q/M$, so the density grows no faster than $q^{-2}$, which is integrable. The remainder below the cutoff is thus of order $1/M$. The cutoff is necessary: for $k\gg M$ the denominator $Q^2$ grows only as $k$, the density of the spectator iteration falls only as $k^{-2}$, and its integral diverges for a point nucleus.

The direct evaluation of the energy integrals, without the static approximation, used $\varepsilon=0.979796\,m$, $\mathbf p=(0.5,0,0)m$, $\mathbf f=(0,0.6,0.2)m$ and three values of $\mathbf k$. For $\mathbf k=(-0.3,0.4,0.5)m$ the matrix norms, relative to that of the spectator iteration, are

| $M/m$ | box minus iteration | crossed box | full remainder |
|---:|---:|---:|---:|
| $10^2$ | 0.2024 | 0.1991 | $3.67\times10^{-3}$ |
| $10^3$ | 0.2006 | 0.2003 | $3.66\times10^{-4}$ |
| $10^4$ | 0.2004 | 0.2004 | $3.66\times10^{-5}$ |

The full remainder is box plus crossed box plus seagull minus iteration. It falls tenfold with each tenfold increase in $M$, while the error of the box alone settles at 20% and matches the crossed box. At the other two points it settles at 27% and 18%. These percentages refer to loop densities, not to energy levels. The $1/M$ fall and the persistence of the ladder error were tested at all three points.

For $n$ photons, fix their order along the electron line and sum over the $n!$ orders along the nucleus. This covers each generalized ladder diagram once. In the static limit, absorption of energy $\omega_i$ at time $t_i$ gives $e^{-i\omega_it_i}$, and propagation between absorptions gives a step function. For the order $1,2,\dots,n$, let $\tau_j=t_{j+1}-t_j$ and $\Omega_j=\omega_1+\dots+\omega_j$. Integration over the common time gives $2\pi\delta(\sum\omega_i)$. With the total energy zero, $\omega_{j+1}+\dots+\omega_n=-\Omega_j$, so each interval gives

$$\int_0^\infty d\tau_j\,e^{i\Omega_j\tau_j}=\frac{i}{\Omega_j+i0}.$$

These are the nuclear propagators. The step functions of all orderings add to one, except at coincident times, which have measure zero. The time integrals then separate:

$$2\pi\delta\!\left(\sum_i\omega_i\right)\sum_{\rm orders}\prod_{j=1}^{n-1}\frac{i}{\Omega_j+i0}=\prod_{i=1}^n2\pi\delta(\omega_i).$$

Here $\Omega_j$ is formed in the order being summed. Each photon is now static. Its factor on the electron line is

$$(-iq_1\gamma^0)(-iq_2)\frac{i}{q^2}=-i\gamma^0V(\mathbf q),$$

the vertex of an external potential. Joined by $iS$, these vertices form the Born series of the Dirac equation, order by order in $V$, and the iterated spectator equation has the same static limit. For three photons, the identity was tested with a smooth weight that is not symmetric in the energies. The six orderings give 1.00000000 times the static value; one of them gives $0.137+0.033i$.

The argument needs charges that commute. If the exchanged quanta carried matrices $\tau_a$ acting on the heavy particle, the box would contain $\tau_b\tau_a$ and the crossed box $\tau_a\tau_b$. The principal values would then leave a term proportional to their commutator.

At finite $M$ the equation makes a definite prediction for the first correction. Expanding $E_p$ and the nuclear current, and noting that the other changes in $U$ start at $M^{-2}$ or later, gives

$$H_1=\frac{p^2}{2M}+\frac{V\,\boldsymbol\alpha\cdot\mathbf p+\boldsymbol\alpha\cdot\mathbf p\,V}{2M}.$$

In a Dirac state, $\boldsymbol\alpha\cdot\mathbf p\,\psi=A\psi$ with $A=\varepsilon-V-\beta m$. Since $p^2=(\boldsymbol\alpha\cdot\mathbf p)^2$,

$$\langle p^2\rangle=\langle A^2\rangle=\langle\varepsilon^2+V^2+m^2-2\varepsilon V-2\varepsilon m\beta+2mV\beta\rangle,$$

$$\langle V\boldsymbol\alpha\cdot\mathbf p+\boldsymbol\alpha\cdot\mathbf p\,V\rangle=2\langle VA\rangle=\langle2\varepsilon V-2V^2-2mV\beta\rangle.$$

In the sum the terms with $\varepsilon V$ and $V\beta$ cancel. In a Coulomb field $m$ is the one scale, so $\varepsilon\propto m$ at fixed $\zeta$, and $\langle\beta\rangle=\partial\varepsilon/\partial m=\varepsilon/m$. Therefore

$$\delta W=\frac{m^2-\varepsilon^2-\langle V^2\rangle}{2M}.$$

For the 1s state try an upper component $F\chi$ and a lower component $ia\,\boldsymbol\sigma\cdot\hat{\mathbf r}F\chi$, with $F=r^{\gamma-1}e^{-\lambda r}$ and $\chi$ a constant spinor. The two Dirac equations become

$$a\left(F'+\frac{2F}{r}\right)+\left(m-\frac{\zeta}{r}\right)F=\varepsilon F,\qquad -F'=a\left(\varepsilon+m+\frac{\zeta}{r}\right)F.$$

The $1/r$ terms require $a(\gamma+1)=\zeta$ and $1-\gamma=a\zeta$, hence $\gamma=\sqrt{1-\zeta^2}$. The constant terms give $\varepsilon=m-a\lambda$ and $\lambda=a(\varepsilon+m)$. Eliminating $\varepsilon$ gives $\lambda=2am/(1+a^2)$; with $a^2=(1-\gamma)/(1+\gamma)$ this is $\lambda=\zeta m$, and then $\varepsilon=\gamma m$. The radial density is proportional to $r^{2\gamma}e^{-2\zeta mr}$, so

$$\langle V^2\rangle=\zeta^2(2\zeta m)^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=\frac{2\zeta^4m^2}{\gamma(2\gamma-1)}.$$

The integral converges at the origin for $\gamma>1/2$, that is, $\zeta<\sqrt3/2$. Beyond that this first-order formula fails.

For a numerical case take the model value $\zeta=0.2$. Then $\gamma=\sqrt{0.96}=0.979796$, and the Dirac binding energy is $(1-\gamma)m=0.020204\,m$, or 379.41 hartree. Further,

$$\frac{\langle V^2\rangle}{m^2}=\frac{0.0032}{0.979796\times0.959592}=0.0034035,$$

$$\frac{M\,\delta W}{m^2}=\frac{0.04-0.0034035}{2}=0.018298.$$

The Gross equation itself was solved for this state in momentum space, with components $g(p)\chi$ and $\boldsymbol\sigma\cdot\hat{\mathbf p}f(p)\chi$. The angular integrals reduce to Legendre functions $Q_0$ and $Q_1$ of $y=[p^2+k^2-(E_p-E_k)^2]/(2pk)$. Momenta were cut at $\Lambda=1000m$, with $M\ge\Lambda$. The Dirac limit is meant in this order: first $M\to\infty$ at fixed $\Lambda$, then $\Lambda\to\infty$. Nothing is claimed here for a point nucleus at momenta above $M$.

Extrapolated to infinite $M$, the level is $0.97979590\,m$, in agreement with the Dirac value. The shifts from the static level, multiplied by $M/m^2$, are 0.018280, 0.018297 and 0.018299 for $M/m=10^3$, $10^4$ and $10^5$. The last differs from the predicted 0.018298 by about three parts in $10^5$ of the prediction. The prediction holds for infinite cutoff and to first order in $1/M$; the residue comes from the cutoff. Cutting momenta at $\Lambda$ removes from $\langle V^2\rangle$ the part of $V\psi$ above $\Lambda$, which falls as $\Lambda^{1-2\gamma}$ and raises $M\,\delta W/m^2$ by about $6\times10^{-7}$ at $\Lambda=1000m$; the higher orders in $1/M$ lower it by about $2\times10^{-7}$ at $M/m=10^5$. With $\Lambda=10^4m$ the values for $M/m=10^4$ and $10^5$ become 0.018296 and 0.018298, so the last digit quoted above depends on the cutoff. At $M/m=10^5$ the shift is $1.830\times10^{-7}m$, or $3.44\times10^{-3}$ hartree.

This shift belongs to the equation with one-photon exchange and is not the full recoil shift. The term $-\langle V^2\rangle/(2M)$ lowers it by 8.5% relative to $(m^2-\varepsilon^2)/(2M)$, and the two-photon remainder, which this equation omits, is also of order $1/M$. Recoil at that order requires at least this remainder as an additional kernel, and diagrams with three or more photons add further terms of order $1/M$ at higher powers of $\zeta$. The Dirac limit needs none of these terms, because they vanish there. The numerical output gives the values at the other loop momenta.

## Calculated quantities

```
Coupling zeta = Z alpha: 0.200 (dimensionless)
Momentum cutoff: 1000 m c
Three photons, all 6 orderings / static value: 1.00000000
Three photons, one ordering / static value: real 0.13674, imaginary 0.03254
Loop test momenta in m c: initial [0.5 0.  0. ] final [0.  0.6 0.2]
Electron energy eps in loop test: 0.979796 m c^2
Matrix norms below are relative to the spectator iteration
Intermediate momentum k in m c: [-0.3  0.4  0.5]
 M/m=100: box-iteration 0.20242, crossed 0.19914, seagull 2.404e-03, full remainder 3.665e-03
 M/m=1000: box-iteration 0.20057, crossed 0.20025, seagull 2.398e-04, full remainder 3.663e-04
 M/m=10000: box-iteration 0.20039, crossed 0.20036, seagull 2.398e-05, full remainder 3.662e-05
Intermediate momentum k in m c: [1.  0.2 0.3]
 M/m=100: box-iteration 0.27417, crossed 0.26871, seagull 3.557e-03, full remainder 6.038e-03
 M/m=1000: box-iteration 0.26988, crossed 0.26934, seagull 3.555e-04, full remainder 6.004e-04
 M/m=10000: box-iteration 0.26946, crossed 0.26940, seagull 3.555e-05, full remainder 6.000e-05
Intermediate momentum k in m c: [ 0.2 -0.7  0.4]
 M/m=100: box-iteration 0.18474, crossed 0.17995, seagull 3.465e-03, full remainder 4.879e-03
 M/m=1000: box-iteration 0.18249, crossed 0.18202, seagull 3.449e-04, full remainder 4.882e-04
 M/m=10000: box-iteration 0.18227, crossed 0.18222, seagull 3.447e-05, full remainder 4.882e-05
Iteration minus static Dirac term, relative to static term, first k:
 M/m=100: 7.667e-03
 M/m=1000: 7.735e-04
 M/m=10000: 7.742e-05
Sommerfeld 1s energy: 0.9797958971 m c^2
Numerical static 1s energy: 0.9797958972 m c^2
Gross energy extrapolated to infinite M: 0.9797958972 m c^2
Dirac 1s binding energy: 0.02020410 m c^2 = 379.4101 hartree
Gross 1s, M/m=1000: W-M = 0.9798141775 m c^2, shift = 1.82803e-05 m c^2, shift*M/m = 0.0182803 m c^2
Gross 1s, M/m=10000: W-M = 0.9797977269 m c^2, shift = 1.82970e-06 m c^2, shift*M/m = 0.0182970 m c^2
Gross 1s, M/m=100000: W-M = 0.9797960802 m c^2, shift = 1.82987e-07 m c^2, shift*M/m = 0.0182987 m c^2
Mean V^2 in Dirac 1s: 0.0034035 (m c^2)^2
Predicted shift*M/m: 0.0182982 m c^2
Part from m^2-eps^2 alone: 0.0200000 m c^2
Shift at M/m=100000: 3.43628e-03 hartree
```
